# Step Interactions on Crystal Surfaces: Dipole Repulsion and Misfit Attraction

If the inverse-square repulsion between steps on an unstressed crystal is carried over unchanged to a strained film, a train of equally spaced steps is predicted to resist every bunching disturbance. For the weakly strained film treated below, with straight steps 10 nm apart and their thermal wandering left out, that prediction fails, in an isotropic model with rough parameters, for wavelengths above about 100 nm. Misfit adds a net force at each step, and the resulting attraction outlasts the dipole repulsion at large distance.

## The forces at a step

The crystal fills $z<0$ and is isotropic, with Young modulus $E$ and Poisson ratio $\nu$. Steps run parallel to $y$, the deformation is plane strain, and all energies are per unit step length. The surface height is $h(x)$, a step changes it by $\Delta h$, and slopes are treated to leading order, so forces may be applied on the plane $z=0$. Like steps have the same sign of $\Delta h$ and the same structure. Their separation $d=x_2-x_1>0$ is much larger than their width.

"Unstressed" means that the bulk carries no stress. The surface still has a surface stress $\tau$, taken equal on all terraces and independent of strain. With unit tangent $\mathbf t$, a displacement $\mathbf u$ changes the surface energy by $\int\tau\,\mathbf t\cdot d\mathbf u=-\int\mathbf u\cdot d(\tau\mathbf t)$, after integration by parts. The force density on the solid is therefore

$$\mathbf f=\frac{d(\tau\mathbf t)}{dx},\qquad f_z\simeq\tau h''.$$

Its integral over a step vanishes because both terraces are flat and have the same $\tau$. The first moment survives:

$$p_z=\int x\,\tau h''\,dx=-\tau\int h'\,dx=-\tau\Delta h.$$

Atomic relaxation at the edge can add a balanced tangential force distribution with moment $p_x=\int x f_x\,dx$. This is a material parameter which the continuum argument does not supply. Seen from afar, the step is the dipole $\mathbf f=-\mathbf p\,\delta'(x-x_1)$; the minus sign makes its first moment $+\mathbf p$.

Now let the film carry a uniform in-plane misfit stress $\sigma$. On the stepped surface, the outward normal times the arc element is $(-h',1)\,dx$, so the uniform stress would leave the traction $(-\sigma h',0)$. The real surface is free. The correction field must therefore be driven by

$$f_x=\sigma h',\qquad F=\int f_x\,dx=\sigma\Delta h .$$

This is a force monopole. A flat film–substrate interface adds none, since the misfit stress has no component acting across it. Film and substrate are given the same elastic constants.

The energy has the same form in both cases. For misfit, let $e$ be the correction strain and $U$ its quadratic elastic energy. The elastic energy is then a uniform part, plus $\int\sigma_0\!:\!e\,dV$, plus $U$. By the divergence theorem the middle term equals $\int\mathbf u\cdot\sigma_0\mathbf n\,ds=-\int\mathbf f\cdot\mathbf u\,dx$. The uniform part counts the amount of strained material and belongs to the chemical potential. What remains to be minimised is

$$\Pi=U[\mathbf u]-\int\mathbf f\cdot\mathbf u\,dx. \tag{1}$$

For surface stress, the second term is the surface-energy change found above.

The result to be derived, with $C=2(1-\nu^2)/(\pi E)$, is

$$W_{\rm dip}=\frac{C(p_x^2+p_z^2)}{d^2},\qquad W_{\rm mono}=CF^2\ln d+\text{const}. \tag{2}$$

## First derivation: the energy of surface waves of force

Apply the surface traction $(t_x,t_z)e^{ikx}$ with $k>0$. Equilibrium is satisfied by a stress function $\chi$ with $\sigma_{xx}=\partial_z^2\chi$, $\sigma_{zz}=\partial_x^2\chi$ and $\sigma_{xz}=-\partial_x\partial_z\chi$. Compatibility requires $\nabla^4\chi=0$, whose solution decaying into the crystal is $\chi=(\alpha+\beta z)e^{kz+ikx}$. At $z=0$, omitting the common factor $e^{ikx}$,

$$t_z=-k^2\alpha,\qquad t_x=-ik(k\alpha+\beta),$$

so $\alpha=-t_z/k^2$ and $\beta=(it_x+t_z)/k$. Hence

$$\sigma_{xx}=k^2\alpha+2k\beta=t_z+2it_x .$$

Hooke's law in plane strain is $\varepsilon_{xx}=[(1-\nu^2)\sigma_{xx}-\nu(1+\nu)\sigma_{zz}]/E$. Since $\varepsilon_{xx}=iku_x$,

$$u_x=\frac{\pi C}{k}t_x-\frac{iD}{k}t_z,\qquad D=\frac{(1+\nu)(1-2\nu)}{E}.$$

For $u_z$, the definitions of strain give the identity

$$\partial_x^2u_z=2\partial_x\varepsilon_{xz}-\partial_z\varepsilon_{xx}. \tag{3}$$

At the surface $\varepsilon_{xz}=(1+\nu)t_x/E$. The other derivatives needed are

$$\partial_z\sigma_{xx}=k^3\alpha+3k^2\beta=k(2t_z+3it_x),$$
$$\partial_z\sigma_{zz}=-k^2(k\alpha+\beta)=-ikt_x .$$

With $\partial_x^2u_z=-k^2u_z$, identity (3) becomes

$$u_z=\frac{1+\nu}{Ek}\left\{2(1-\nu)t_z+i[3(1-\nu)+\nu-2]t_x\right\}
=\frac{\pi C}{k}t_z+\frac{iD}{k}t_x .$$

Real forces must give real displacements, so negative $k$ follows by complex conjugation. The diagonal compliance is $\pi C/|k|$ for either sign of $k$. The off-diagonal entries remain $\mp iD/k$, with the sign of $k$ kept.

At the minimum of (1), linearity gives $U=\tfrac12\int\mathbf f\cdot\mathbf u\,dx$, so $\Pi=-\tfrac12\int\mathbf f\cdot\mathbf u\,dx$. Let $G(k)$ be the compliance matrix and $\mathbf f(k)=\int\mathbf f e^{-ikx}dx$. The part of $\Pi$ containing both steps is

$$W=-\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,\mathbf f_1^\dagger(k)\,G(k)\,\mathbf f_2(k).$$

The factor $\tfrac12$ has gone because the two cross terms are equal.

For dipoles $\mathbf f_j(k)=-ik\mathbf p_j e^{-ikx_j}$. The diagonal compliance gives

$$W=-C\,\mathbf p_1\cdot\mathbf p_2\int_0^\infty k\cos(kd)\,dk .$$

A step of finite width cuts off large $k$. Represent this by $e^{-\eta k}$ and let $\eta\to0$ at fixed $d$:

$$\int_0^\infty k e^{-\eta k}\cos(kd)\,dk=\frac{\eta^2-d^2}{(\eta^2+d^2)^2}\longrightarrow-\frac1{d^2}.$$

The two minus signs make the energy positive, which is the first part of (2). The off-diagonal compliance contributes $\int k e^{-ikd}dk\propto\delta'(d)$, which is zero for separated steps.

For monopoles $f_{x,j}(k)=Fe^{-ikx_j}$, so $W=-CF^2\int_0^\infty k^{-1}\cos(kd)\,dk$. This diverges at small $k$, but the divergent part does not depend on $d$. Differentiation removes it:

$$\frac{dW}{dd}=CF^2\int_0^\infty\sin(kd)\,dk=\frac{CF^2}{d},$$

with the same cutoff, since $\int_0^\infty e^{-\eta k}\sin(kd)\,dk=d/(d^2+\eta^2)$. The energy rises with distance, so like steps attract. The sign of $\sigma$ does not matter, because $F$ enters squared.

## Second derivation: one step in the strain field of another

Here no Fourier transform is used. Let a line force $F$ act along $+x$ at the origin, and let $\theta$ be measured from $+x$, so that the solid occupies $-\pi<\theta<0$. Try a purely radial stress,

$$\sigma_{rr}=-\frac{2F}{\pi r}\cos\theta,\qquad \sigma_{\theta\theta}=\sigma_{r\theta}=0 .$$

Radial equilibrium requires $\partial_r\sigma_{rr}+\sigma_{rr}/r=0$, which holds. The stress trace, proportional to $\cos\theta/r$, is harmonic, so the strains are compatible. The flat surface is free away from the origin. The force exerted on a half-disc through its curved edge is $-(2F/\pi)\int_{-\pi}^0\cos^2\theta\,d\theta=-F$ along $x$ and zero along $z$, which balances the load.

On the surface $\sigma_{xx}=-2F/(\pi x)$ on both sides of the force, and $\sigma_{zz}=0$. Hooke's law gives

$$\partial_xu_x=-\frac{CF}{x}. \tag{4}$$

The material ahead of the force is compressed and the material behind it is stretched. Near the surface $\sigma_{xx}$ and $\sigma_{zz}$ are even in $z$, so $\partial_z\varepsilon_{xx}=0$ there. Identity (3) then makes the slope $\partial_xu_z$ constant on each side, and a slope that dies away at infinity must be zero.

For a normal force $F_z$, replace $\cos\theta$ by $\sin\theta$. In Cartesian form

$$\sigma_{xx}=-\frac{2F_z}{\pi}\frac{x^2z}{r^4},\qquad \sigma_{zz}=-\frac{2F_z}{\pi}\frac{z^3}{r^4}.$$

At the surface $\varepsilon_{xx}=0$ and $\partial_z\varepsilon_{xx}=-CF_z/x^2$. Identity (3) gives $\partial_x^2u_z=CF_z/x^2$, hence $\partial_xu_z=-CF_z/x$. Each force thus produces a gradient $-C\times\text{force}/x$ in its own displacement component and none in the other.

To obtain the energy, keep step 1 fully loaded and switch on the forces of step 2 as $\lambda\mathbf f_2$, with $\lambda$ running from 0 to 1. Since $\Pi$ is stationary with respect to $\mathbf u$, only its explicit dependence on $\lambda$ contributes:

$$\frac{d\Pi}{d\lambda}=-\int\mathbf f_2\cdot(\mathbf u_1+\lambda\mathbf u_2)\,dx .$$

Integration gives the self-energy of step 2 and the interaction

$$W=-\int\mathbf f_2\cdot\mathbf u_1\,dx .$$

If step 2 is a dipole, $\mathbf f_2=-\mathbf p_2\delta'(x-x_2)$, one integration by parts gives $W=-\mathbf p_2\cdot\partial_x\mathbf u_1(x_2)$.

The field of dipole 1 follows from that of a force. A dipole is a force $\mathbf p/s$ at $x_1+s/2$ and its opposite at $x_1-s/2$, with $s\to0$. Its gradient is $-\mathbf p_1$ times the $x$-derivative of $-C/(x-x_1)$, so

$$\partial_x\mathbf u_1=-\frac{C\mathbf p_1}{(x-x_1)^2},\qquad W=\frac{C\,\mathbf p_1\cdot\mathbf p_2}{d^2}.$$

For $p_x>0$ the meaning is direct. Each step pushes outward on both sides and compresses the distant surface, where the other step would gain energy from extension.

For two monopoles, integrating (4) gives $u_{1x}=-CF\ln|x-x_1|+\text{const}$, so $W=-Fu_{1x}(x_2)=CF^2\ln d+\text{const}$. Step 2 is displaced in the direction of its own force, and more so when it is closer to step 1.

The same rule settles the mixed terms. Monopole 1 acts on dipole 2 with energy $CF_1p_{2x}/d$. Monopole 2 acts on dipole 1 from the other side, giving $-CF_2p_{1x}/d$. The sum

$$\frac{C(F_1p_{2x}-F_2p_{1x})}{d}$$

vanishes for identical steps.

Opposite steps behave differently. Reflection reverses both $x$ and $f_x$, so it keeps $p_x$ but reverses $p_z$. On the unstressed crystal the energy is then $C(p_x^2-p_z^2)/d^2$, which is attractive if $|p_z|>|p_x|$. Under misfit their monopoles are opposite and repel logarithmically, and the mixed $1/d$ term remains.

## What each derivation assumes

Both use linear elasticity, small slopes, fixed forces and a uniform isotropic half-space. If $\tau$ differed between terraces, the difference would be a force monopole even without bulk stress, and the first part of (2) would not be the leading law.

The first derivation needs a surface that is elastically uniform along $x$, but not a point-like step: any small-slope profile can be inserted through $\mathbf f(k)$. It also shows where the powers come from. A homogeneous half-space has no intrinsic length, so its compliance must scale as $1/|k|$. A film stiffer or softer than its substrate introduces its thickness as a length, and a single coefficient $C$ then no longer serves at all distances.

The second derivation assumes from the start that the steps are small compared with $d$. It relies on a radial stress field suited to the isotropic half-space, and in return shows which strain each step feels.

A finite-element solid with $\nu=0.25$, a period of 128 mesh spacings and a clamped base tested the result. Two up-steps were moved from 16 to 32 spacings apart, with two down-steps held fixed. The energy change, divided by that of the derived law summed over periodic images, was 1.001 for misfit and 1.002 for surface stress. For explicit dipoles with $p_x:p_z=2:1$, 16 spacings apart, the ratio was 1.009 for like steps and 1.010 for opposite ones.

## A pair and a train under misfit

With $A=C(p_x^2+p_z^2)=Cp^2$ and $B=CF^2$, identical steps under misfit have

$$W(d)=\frac{A}{d^2}+B\ln d+\text{const}.$$

Setting $W'=-2A/d^3+B/d=0$ gives

$$d^*=\sqrt{\frac{2A}{B}}=\frac{\sqrt2\,p}{|F|}.$$

It is a minimum, since $W'$ changes from negative to positive. The constant $C$ cancels. As $\sigma\to0$ the minimum moves to infinity and pure repulsion returns.

One term of the same order has been set to zero. The monopole of one step also couples to the second moment $M_2=\int x^2f_x\,dx$ of the other. Expanding $C\iint f_x(x)f_x(x')\ln(d+x'-x)\,dx\,dx'$ to order $1/d^2$ gives $C(p_x^2-FM_2)/d^2$ for identical steps. When $F\ne0$, $p_x$ alone depends on the choice of origin and only this combination does not, so $p_x^2$ in $A$ stands for $p_x^2-FM_2$. With the numbers below, moving the lateral dipole by 0.19 nm relative to the monopole changes $A$ by about 4% and $d^*$ by 0.2 nm.

An infinite train of like steps is a tilted surface, so a film of uniform thickness $t$ also has a stepped interface, with buried monopoles opposite to those at the surface. If the buried steps are evenly spaced, the part of their field that varies along the surface falls off roughly as $e^{-2\pi t/L}$. The exponential carries a prefactor of order $2\pi t/L$, and the field acts on the surface dipoles as well as on the monopoles. It adds to the stiffness below a term independent of $q$, whose sign depends on the registry of surface and buried steps. This term is left out of the formulas; with the numbers below it is up to $0.07B/L^2$ at $t=1.5L$ and $0.004B/L^2$ at $t=2L$.

In an infinite train of spacing $L$, displace step $n$ by a small amount proportional to $\cos(qn)$, with $0<q\le\pi$. Each pair contributes through $W''=6A/d^4-B/d^2$, and the restoring stiffness is

$$K(q)=2\sum_{n=1}^\infty[1-\cos(qn)]W''(nL)=2\left[\frac{6AS_4}{L^4}-\frac{BS_2}{L^2}\right],$$

where $S_m=\sum_n[1-\cos(qn)]/n^m$. For $0<q<2\pi$, $S_2''=\sum_n\cos(qn)=-\tfrac12$ when summed with a convergence factor. Since $S_2(0)=0$ and $S_2'(\pi)=0$,

$$S_2=\frac{\pi q}{2}-\frac{q^2}{4}=\frac{q(2\pi-q)}4 .$$

Next, $S_4''=\sum_n\cos(qn)/n^2=\pi^2/6-S_2$, with $S_4(0)=S_4'(0)=0$. Two integrations give

$$S_4=\frac{\pi^2q^2}{12}-\frac{\pi q^3}{12}+\frac{q^4}{48}=\frac{q^2(2\pi-q)^2}{48}.$$

The condition $K=0$ becomes $q(2\pi-q)=2BL^2/A=4L^2/d^{*2}$, so

$$q_c=\pi-\sqrt{\pi^2-4L^2/d^{*2}} .$$

Disturbances with $q<q_c$ lower the energy. At small $q$ the misfit term is linear in $q$ and the dipole term quadratic, so any nonzero misfit destabilises sufficiently long waves as long as the buried steps are ignored. Since $K\to0$ as $q\to0$, their pinning can hold the very longest waves in a film of finite thickness. For $L>\pi d^*/2$ no stable mode is left.

## Numbers for a dilute silicon–germanium film

Take $E=150$ GPa, $\nu=0.25$, $\tau=1$ N/m, a double-height step of 0.27 nm and an elastic film strain of $-0.10\%$. These are rough values for a film with a few per cent of germanium on Si(001). The lateral moment $p_x=0.30$ nN is chosen, not measured. Then

$$\sigma=\frac{E\varepsilon}{1-\nu}=\frac{150\times(-0.001)}{0.75}=-0.20\ \text{GPa},$$
$$F=\sigma\Delta h=-0.054\ \text{N/m},\qquad p_z=-0.27\ \text{nN},$$
$$p=\sqrt{0.30^2+0.27^2}=0.404\ \text{nN}.$$

With $C=3.98\times10^{-12}\ \text{m}^2/\text{N}$, the coefficients are $A=4.05\times10^{-3}$ eV nm ($6.48\times10^{-31}$ J m) and $B=7.24\times10^{-5}$ eV/nm. The static pair separation is

$$d^*=\frac{\sqrt2\times0.404}{0.054}\ \text{nm}\approx10.6\ \text{nm}.$$

At 10 nm the repulsive force, 8.1 µeV/nm², still slightly exceeds the attraction, 7.2 µeV/nm². At 20 nm they are 1.0 and 3.6 µeV/nm². For a train with $L=10$ nm and the buried steps ignored, $q_c=0.634$, a wavelength of 9.9 steps or 99 nm. Evenly spaced buried steps move this to between 95 and 104 nm for a film 15 nm thick, and by less than 0.5 nm for 20 nm. At 15 nm, if the surface steps sit at the minimum of the buried field, waves longer than about 260 steps are stable again. Above $L=16.6$ nm every mode is unstable with the buried steps ignored; at $t=1.5L$ they shift this spacing by less than 0.1 nm but can hold waves longer than about 500 steps.

The largest neglected effect evaluated here is thermal wandering. Give each step a stiffness $\tilde\beta$, so that its path $x_j(y)$ costs $\tfrac12\tilde\beta\int x_j'^2dy$. For the relative coordinate $x$ the cost is $\tfrac14\tilde\beta\int x'^2dy$. Over a length $\delta y$, $x$ therefore spreads with variance $2k_BT\,\delta y/\tilde\beta$. The corresponding diffusion equation, weighted by $e^{-W\delta y/k_BT}$, has the generator

$$H=-\frac{(k_BT)^2}{\tilde\beta}\frac{d^2}{dx^2}+W(x),$$

with $\psi(0)=0$ because steps do not cross. Using the straight-step energy $W(x)$ at each $y$ assumes that the separation changes slowly along the steps. With the values below, the variance formula gives a change of about 3 nm over 30 nm of step length, so the assumption is reasonable. At 900 K, with a rough $\tilde\beta=0.5$ eV/nm, the coefficient $(k_BT)^2/\tilde\beta=0.012$ eV nm is three times $A$. The density $\psi^2$ of the lowest state has a mean separation of 30 nm and a spread of 14 nm. The mean depends on the rough stiffness: it is 49 nm for $\tilde\beta=0.15$ eV/nm and 21 nm for 1.5 eV/nm. The static value of 10.6 nm is therefore not the expected spacing at this temperature. The train values above, 99 nm and 16.6 nm, are likewise those of straight steps and leave out the extra repulsion that wandering causes between steps that cannot cross, so they are not predictions for 900 K. A transfer matrix built from the path weights gives the same mean to within 0.1 nm.

The choice of double-height steps matters on real Si(001). Across a single-height step the surface reconstruction turns by 90 degrees, so the surface stress normal to the steps alternates between terraces and produces monopoles without misfit. A stress difference of order 1 N/m is about twenty times the $|F|$ used here. Spacings of 10 to 17 nm correspond to miscuts of 1.6 to 0.9 degrees, below the several degrees at which double-height steps predominate, so the example illustrates the model and does not describe a real Si(001) surface at these spacings. Silicon is also anisotropic. Within the isotropic model, at fixed misfit stress, which is the case the program prints, using 130 or 170 GPa for $E$ changes $A$ and $B$ by $+15\%$ or $-12\%$ and leaves $d^*$ unchanged. At fixed film strain, however, $\sigma$ and $F$ are proportional to $E$. Then $A$ changes as before, but $B=CF^2\propto E$ changes by $-13\%$ or $+13\%$, and $d^*\propto1/E$ by $+15\%$ or $-12\%$. Rescaling $E$ does not reproduce cubic anisotropy. With $c_{11}=165.7$, $c_{12}=63.9$ and $c_{44}=79.6$ GPa, the biaxial modulus on (001) is 180 GPa rather than the 200 GPa used above, and for steps along $\langle110\rangle$ the tangential and normal compliances are 11.5% and 4% below $C$. At the same strain $A$ then falls by 8% and $B$ by 28%, which gives $d^*\approx11.9$ nm and a marginal wavelength of about 130 nm for $L=10$ nm. The neglected second-order moment $|\sigma|(\Delta h)^2$ is about 4% of $p$. The choice of $p_x$ matters more: setting it to zero lowers $d^*$ to $\sqrt2\,\tau/|\sigma|\approx7.1$ nm. The remaining values are in the numerical output.

## Computed results

```
CHECKS: finite-element energy / derived law
misfit steps, logarithmic law: 1.0012
surface-stress steps, inverse-square law: 1.0015
like steps with both dipole parts: 1.0087
opposite steps with both dipole parts: 1.0095
tangential monopole with tangential dipole: 1.0018
INPUTS (rough or chosen)
Young modulus: 150 GPa; Poisson ratio: 0.25
step height: 0.27 nm; surface stress: 1.0 N/m
elastic film strain: -0.10 %
lateral dipole p_x: 0.30 nN
temperature: 900 K; step stiffness: 0.50 eV/nm
RESULTS
misfit stress: -0.200 GPa
compliance constant C: 3.9789e-12 m^2/N
normal dipole p_z: -0.270 nN; total dipole p: 0.4036 nN
force monopole F: -0.0540 N/m
repulsion coefficient A: 4.0455e-03 eV nm = 6.4816e-31 J m
attraction coefficient B: 7.2416e-05 eV/nm
separation | dipole energy | dipole force | monopole force
(nm | ueV/nm | ueV/nm^2 | ueV/nm^2; positive force is repulsive)
    5 |   161.819 |   64.7278 |  -14.4833
   10 |    40.455 |    8.0910 |   -7.2416
   20 |    10.114 |    1.0114 |   -3.6208
   40 |     2.528 |    0.1264 |   -1.8104
static pair separation d*: 10.570 nm
energy to part the pair from d* to 10 d*: 130.90 ueV/nm
train spacing: 10.0 nm
marginal phase per step: 0.6337 rad
marginal bunching wavelength: 9.91 steps = 99.1 nm
spacing above which all modes are unstable: 16.60 nm
NEGLECTED EFFECTS
thermal energy k_B T: 0.07756 eV
wandering coefficient (k_B T)^2/stiffness: 1.2030e-02 eV nm
wandering coefficient / A: 2.97
thermal mean separation: 30.16 nm; spread: 13.62 nm
same mean from transfer matrix: 30.11 nm
change of A and B if E = 130 GPa: +15.4 %
change of A and B if E = 170 GPa: -11.8 %
second-order moment |sigma| h^2 / p: 3.61 %
finite-size correction scale (h/d*)^2: 0.065 %
```
